# Population-control bias of one, two and three branching walkers

## The problem

A quantum system has two states and the Hamiltonian

$$H=\begin{pmatrix}-D&-t\\-t&D\end{pmatrix},\qquad t>0,\quad D>0 .$$

State 1 has the lower diagonal energy. Imaginary-time projection, $d\psi/d\tau=-(H-E_T)\psi$ with $\hbar=1$, is simulated by walkers of unit weight that sit on the two states. The trial vector used to measure the energy has both components equal to one, so the local energies are the column sums of $H$:

$$e_1=-t-D,\qquad e_2=-t+D .$$

Each walker hops to the other state at rate $t$. A walker in state $j$ also clones itself at rate $E_T-e_j$ if this number is positive, and dies at rate $e_j-E_T$ if it is negative. The trial energy $E_T$ is a constant with $e_1\le E_T\le e_2$.

The population is held at $N$ by the following rule. When a walker clones, the copy overwrites one of the $N$ slots, drawn uniformly; the parent's own slot may be drawn. When a walker dies, its slot is filled with a copy of the content of one of the $N$ slots, drawn uniformly; the dying walker's own slot may be drawn, and then nothing changes.

Let $E_N$ be the stationary average of the local energy per walker, and $E_0$ the ground-state energy. The bias is $b_N=E_N-E_0$. Use $g=D/t$ and $R=\sqrt{1+g^2}$.

(a) Show that without population control the mean walker numbers give $E_0$, and find $E_0$.

(b) Find the rates at which the number $n$ of walkers in state 1 changes under control. How do they depend on $E_T$?

(c) Find the stationary distribution of $n$, and from it $E_1$, $E_2$ and $E_3$.

(d) Express $E_N$ through the variance of the population's composition. What is the sign of the bias?

(e) Find the coefficient $c$ in $b_N\simeq c/N$ for large $N$ at fixed $g$, and compare this law with the biases for $N=1,2,3$.

## Hints

(a) Write the gain and loss terms for the mean number in each state, and compare them with the rows of $-(H-E_T)$.

(b) A clone or a death changes $n$ only if the overwritten walker and the copied one are in different states.

(c) The number $n$ changes by one at a time. In a stationary state the probability flows between $n$ and $n+1$ must cancel.

(d) Set the time derivative of the mean of $n$ to zero. The rates are quadratic in $n$, so a second moment appears.

(e) The product in the stationary distribution is a ratio of Gamma functions. Write the upper one as an integral, do the sum over $n$ under the integral, and use Laplace's method.

## Solution

### (a) Free branching

Let $m_1$ and $m_2$ be the mean walker numbers without control. State 1 loses walkers by hopping at rate $t$, gains them from state 2 at rate $t$, and grows by branching at rate $E_T-e_1$:

$$\frac{dm_1}{d\tau}=(-t+E_T-e_1)m_1+t\,m_2=(E_T+D)m_1+t\,m_2 .$$

In the same way,

$$\frac{dm_2}{d\tau}=t\,m_1+(-t+E_T-e_2)m_2=t\,m_1+(E_T-D)m_2 .$$

Together these are $dm/d\tau=-(H-E_T)m$. At long times $m$ becomes proportional to the ground vector $\phi$, whose components are positive. Its mixed energy is

$$\frac{\sum_j e_j\phi_j}{\sum_j\phi_j}=\frac{\sum_{ij}H_{ij}\phi_j}{\sum_j\phi_j}=E_0 .$$

The trace of $H$ is zero and its determinant is $-(D^2+t^2)$, so the eigenvalues are $\pm\sqrt{t^2+D^2}$ and

$$E_0=-tR .$$

The branching rules themselves therefore carry no bias in this ratio of means. This statement concerns the ratio of the mean numbers only. $E_N$ is a different average: the energy per walker is a ratio taken within each finite, fluctuating population, and the average of such a ratio need not equal the ratio of the averages, even without control. Parts (b) to (e) compute this average under the control rule.

### (b) Rates under control

Hopping raises $n$ at rate $t(N-n)$ and lowers it at rate $tn$.

Since $E_T$ lies between the local energies, walkers in state 1 clone and walkers in state 2 die. The $n$ walkers in state 1 clone at total rate $n(E_T-e_1)$, and the copy overwrites a walker in state 2 with probability $(N-n)/N$. The $N-n$ walkers in state 2 die at total rate $(N-n)(e_2-E_T)$, and the replacement is a copy from state 1 with probability $n/N$. Both events raise $n$ by one. Their summed rate is

$$\frac{n(N-n)}{N}\big[(E_T-e_1)+(e_2-E_T)\big]=\frac{2D\,n(N-n)}{N},$$

because $e_2-e_1=2D$. The trial energy cancels. The total rates are

$$n\to n+1:\ (N-n)\Big(t+\frac{2Dn}{N}\Big),\qquad n\to n-1:\ tn .$$

The selection rate is now quadratic in $n$, whereas free branching is linear in the walker numbers. For $N=1$ the product $n(N-n)$ vanishes: a single walker can only overwrite itself, so it hops without selection.

### (c) Stationary distribution and energies

In the stationary state the probability of finding at most $n$ walkers in state 1 is constant. It changes only through steps between $n$ and $n+1$, so the two flows across this link are equal:

$$\pi(n)(N-n)\Big(t+\frac{2Dn}{N}\Big)=\pi(n+1)(n+1)t .$$

Hence

$$\frac{\pi(n+1)}{\pi(n)}=\frac{N-n}{n+1}\Big(1+\frac{2gn}{N}\Big).$$

The first factors multiply to a binomial coefficient, and

$$\pi(n)\propto\binom Nn\prod_{k=0}^{n-1}\Big(1+\frac{2gk}{N}\Big),$$

where the empty product is one. The recursion fixes every $\pi(n)$ up to the normalization, so the stationary distribution is unique.

Let $x=n/N$ and $y=2x-1$, and let angle brackets denote stationary averages. Then

$$E_N=\langle x e_1+(1-x)e_2\rangle=-t-D\langle y\rangle=-t\,(1+g\langle y\rangle).$$

**One walker.** The weights of $n=0,1$ are $1,1$. Thus $\langle y\rangle=0$ and

$$E_1=-t .$$

**Two walkers.** The factor with $k=1$ is $1+g$, so the weights of $n=0,1,2$ are $1,\ 2,\ 1+g$. The corresponding values of $y$ are $-1,0,1$, which gives

$$\langle y\rangle=\frac{-1+(1+g)}{4+g}=\frac{g}{4+g},\qquad E_2=-t\Big[1+\frac{g^2}{4+g}\Big].$$

**Three walkers.** The factors are $1+2g/3$ and $1+4g/3$. The weights of $n=0,1,2,3$ are

$$1,\quad 3,\quad 3+2g,\quad 1+2g+\tfrac89g^2 ,$$

with sum $8+4g+\frac89g^2$. Since $3y=2n-3$ takes the values $-3,-1,1,3$,

$$3\langle y\rangle=\frac{-3-3+(3+2g)+(3+6g+\frac83g^2)}{8+4g+\frac89g^2}=\frac{8g+\frac83g^2}{8+4g+\frac89g^2}.$$

Dividing the numerator by 3 and then multiplying numerator and denominator by $\frac94$ gives

$$\langle y\rangle=\frac{6g+2g^2}{18+9g+2g^2},\qquad E_3=-t\Big[1+\frac{g^2(6+2g)}{18+9g+2g^2}\Big].$$

Take $t=1$ and $D=1$ as round parameters, so that $g=1$ and $E_0=-1.4142$ in units of $t$. For two walkers the weights are $1,2,2$ and the probabilities $0.2,0.4,0.4$. The energies are

$$E_1=-1,\qquad E_2=-1-\tfrac15=-1.2,\qquad E_3=-1-\tfrac8{29}=-1.2759 .$$

The biases are $0.4142$, $0.2142$ and $0.1384$.

### (d) The bias as a variance

In the stationary state $d\langle n\rangle/d\tau=0$. Subtract the downward rate from the upward rate, average, and divide by $Nt$:

$$\langle 1-2x+2g\,x(1-x)\rangle=0 .$$

Now $1-2x=-y$ and $x(1-x)=(1-y^2)/4$. With $v=\langle y^2\rangle-\langle y\rangle^2$ this becomes

$$-\langle y\rangle+\frac g2\big(1-\langle y\rangle^2-v\big)=0 .$$

Multiplying by $2g$ and completing the square,

$$(1+g\langle y\rangle)^2=1+g^2(1-v).$$

The bracket $1-\langle y\rangle^2-v$ equals $\langle1-y^2\rangle\ge0$, so $\langle y\rangle\ge0$ and the positive root applies:

$$E_N=-\sqrt{t^2+D^2(1-v)} .$$

This holds for every $N$ in this model. With $v=0$ it would return $E_0$. At finite $N$ both $\pi(0)$ and $\pi(N)$ are positive, so $v>0$ and the bias is positive.

The mechanism can be read from the averaged rate. Selection acts through $\langle x(1-x)\rangle$, which is smaller than $\langle x\rangle(1-\langle x\rangle)$ by the variance of $x$. A fluctuating population therefore selects less effectively than a steady one with the same mean, and too many walkers remain in state 2. A longer run does not remove this effect, because it belongs to the stationary average itself.

For $g=1$ and $N=2$ the variance is $v=0.56$, and $-\sqrt{2-0.56}=-1.2$, as found in (c).

### (e) The $1/N$ law

From (d), and from $R^2=1+g^2$,

$$b_N=t\big[R-\sqrt{R^2-g^2v}\big]=\frac{t\,g^2v}{R+\sqrt{R^2-g^2v}} .$$

When $v$ is small this is $t g^2v/(2R)$, with a correction of order $v^2$. The coefficient $c$ therefore requires $v$ to order $1/N$.

**Integral form.** Put $a=N/(2g)$. The product in $\pi(n)$ is

$$\prod_{k=0}^{n-1}\Big(1+\frac ka\Big)=\frac{\Gamma(a+n)}{\Gamma(a)\,a^n}=\frac{a^a}{\Gamma(a)}\int_0^\infty u^{a-1}e^{-au}\,u^n\,du ,$$

where the integration variable of $\Gamma(a+n)$ has been written as $au$. Also,

$$\binom Nn u^n=(1+u)^N\binom Nn q^n(1-q)^{N-n},\qquad q=\frac u{1+u}.$$

So $\pi(n)$ is a mixture of binomial distributions with success probability $q$, where $u$ has the density

$$p(u)\propto u^{a-1}e^{-au}(1+u)^N .$$

At fixed $q$ the mean of $x$ is $q$ and its variance is $q(1-q)/N$. Averaging over $u$,

$$\langle x\rangle=\langle q\rangle,\qquad \mathrm{Var}\,x=\mathrm{Var}\,q+\frac{\langle q(1-q)\rangle}N .$$

**Laplace's method.** Write $p(u)\propto u^{-1}e^{Nf(u)}$ with

$$f(u)=\frac{\ln u-u}{2g}+\ln(1+u),\qquad f'(u)=\frac1{2g}\Big(\frac1u-1\Big)+\frac1{1+u}.$$

Multiplying $f'=0$ by $2gu(1+u)$ gives $1-u^2+2gu=0$. The one positive solution is

$$u=g+R .$$

It is a maximum, since $f\to-\infty$ at both ends. From here on $u$ denotes this value. The second derivative is

$$f''=-\frac1{2gu^2}-\frac1{(1+u)^2}.$$

To leading order the variance of the integration variable is $1/(N|f''|)$. Since $dq/du=(1+u)^{-2}$,

$$N\,\mathrm{Var}\,q\to\frac1{(1+u)^4}\,\frac{2gu^2(1+u)^2}{(1+u)^2+2gu^2}.$$

The saddle condition gives $2gu^2=u(u^2-1)$. The last denominator becomes

$$(1+u)^2+u(u-1)(u+1)=(1+u)(1+u^2),$$

and therefore

$$N\,\mathrm{Var}\,q\to\frac{u(u-1)}{(1+u)^2(1+u^2)} .$$

Adding the binomial part $q(1-q)=u/(1+u)^2$,

$$N\,\mathrm{Var}\,x\to\frac{u[(u-1)+(1+u^2)]}{(1+u)^2(1+u^2)}=\frac{u^2}{(1+u)(1+u^2)} .$$

Because $y=2x-1$, $v$ is four times $\mathrm{Var}\,x$. Moreover $(R+g)(R-g)=1$ gives $1/u=R-g$, hence $u+1/u=2R$ and $1+u^2=2uR$. Thus

$$Nv\to\frac{4u^2}{(1+u)(1+u^2)}=\frac{2u}{(1+u)R} .$$

**The coefficient.** Inserting this in $b_N\simeq tg^2v/(2R)$,

$$c=\frac{t\,g^2}{R^2}\,\frac u{1+u}=\frac{t\,g^2}{R^2}\,\frac1{1+R-g} .$$

The identity $(R+g-1)(R-g+1)=R^2-(g-1)^2=2g$ turns the last fraction into $(R+g-1)/(2g)$, so

$$c=\frac{t\,g\,(g+R-1)}{2R^2},\qquad b_N=\frac cN+O\Big(\frac1{N^2}\Big).$$

For $g=1$ this is $c=\sqrt2/4=0.3536$ in units of $t$.

**Comparison at $g=1$.** Energies are in units of $t$.

| $N$ | $b_N$ | $c/N$ | $Nb_N/c$ |
|---|---|---|---|
| 1 | 0.4142 | 0.3536 | 1.17 |
| 2 | 0.2142 | 0.1768 | 1.21 |
| 3 | 0.1384 | 0.1179 | 1.17 |
| 10 | 0.0374 | 0.0354 | 1.06 |
| 100 | 0.00356 | 0.00354 | 1.006 |

For one, two and three walkers $Nb_N$ is $0.414$, $0.428$ and $0.415$. These values are nearly constant, and the three biases alone would suggest that the $1/N$ law had been reached. Yet they exceed $c$ by 17 to 21 percent of $c$, and $Nb_N$ is not even monotonic in $N$. Near constancy over a short range of $N$ does not establish the asymptotic coefficient.

The same caution applies to extrapolation. A straight line in $1/N$ through two energies has the intercept $2E_2-E_1=-1.4000$ for the pair $(1,2)$, which is $0.0142$ above $E_0$. For the pair $(2,3)$ it is $3E_3-2E_2=-1.4276$, which is $0.0134$ below $E_0$. Each $E_N$ lies above $E_0$, but an extrapolated value need not.

**Weak selection, $g\to0$.** The product in $\pi(n)$ tends to one, and $\pi$ becomes binomial with probability one half. Then $\mathrm{Var}\,x=1/(4N)$ and $v=1/N$. With $R\to1$,

$$b_N\simeq\frac{t\,g^2}{2N}$$

for every $N$, to leading order in $g$. The coefficient $c$ has the same limit, $tg^2/2$, so here the law holds even for one walker. At $g=0.2$ the ratios $Nb_N/c$ are $0.94$, $0.97$ and $0.98$ for $N=1,2,3$.

**Strong selection, $g\to\infty$.** Now $R=g+O(1/g)$ and $c\to t$. The biases follow by expanding the energies of (c):

$$\frac{b_1}t=R-1\simeq g-1,$$

$$\frac{g^2}{4+g}=g-4+O(1/g)\ \Rightarrow\ b_2\to3t,$$

$$\frac{g^2(6+2g)}{18+9g+2g^2}=g-\frac32+O(1/g)\ \Rightarrow\ b_3\to\frac t2 .$$

The ratios $Nb_N/c$ thus grow without bound for $N=1$, and tend to $6$ for $N=2$ and to $3/2$ for $N=3$. At $g=5$ they are $4.7$, $3.0$ and $1.9$. The $1/N$ law is a statement about large $N$ at fixed $g$, and strong selection makes it a poor guide to these small populations.

The numerical check builds a rate matrix over all walker configurations, event by event from the control rule, and for $N\le5$ tests against it the distribution $\pi(n)$, its independence of $E_T$, the variance identity and the closed energies. The integral form, the large-$N$ law and the limits of weak and strong selection are then tested with the product formula for $\pi(n)$, which also supplies the table rows for $N=10$ and $100$.

## Variation 1: the walker itself is excluded from the draw

*For two walkers, let the overwritten or copied slot be drawn from the other walkers only. Find the new $E_2$.*

A walker now has $N-1$ possible partners, so the selection rate in (b) becomes $2Dn(N-n)/(N-1)$. For $N=2$ this doubles it. The factor for the link from $n=1$ to $n=2$ changes from $1+g$ to $1+2g$, and the weights are $1,\ 2,\ 1+2g$. Hence

$$\langle y\rangle=\frac{2g}{4+2g}=\frac g{2+g},\qquad E_2=-t\Big[1+\frac{g^2}{2+g}\Big].$$

At $g=1$ the energy is $-1.3333\,t$ and the bias $0.0809\,t$, compared with $0.2142\,t$ under the first rule. For small $g$, $R-1=g^2/2+O(g^4)$ and $g^2/(2+g)=g^2/2-g^3/4+O(g^4)$. The terms in $g^2$ cancel and the bias is $tg^3/4$ to leading order. The size of the bias is thus a property of the control rule as well as of $H$ and $N$.

## Variation 2: a trial energy outside the range

*Return to the first rule with $N=2$ and $g=1$, but set $E_T=+t$. Does $E_2$ change?*

The local energies are $e_1=-2t$ and $e_2=0$, so walkers in both states clone, at rates $3t$ and $t$. A clone overwrites the other walker with probability one half. From $n=1$ the rates are

$$\text{up: } t+\tfrac32t=\tfrac52t,\qquad \text{down: } t+\tfrac12t=\tfrac32t .$$

From $n=0$ and from $n=2$ only hopping changes $n$, at rate $2t$. Balance across the links gives the weights

$$1,\qquad \frac{2}{3/2}=\frac43,\qquad \frac43\cdot\frac{5/2}{2}=\frac53 ,$$

with sum 4. Therefore $\langle y\rangle=(\frac53-1)/4=\frac16$ and $E_2=-\frac76t=-1.1667\,t$. This is above the value $-1.2\,t$ found for $E_T$ inside the range, so the bias has grown.

The net upward rate from $n=1$ is $\frac52t-\frac32t=t$. Inside the range it is $2t-t=t$, the same. The averaged equation of (d) is therefore unchanged, and so is its relation between energy and variance. What has changed is the noise: cloning in state 2 adds downward steps, and extra upward steps compensate them on average. The variance is $v=\frac23-\frac1{36}=\frac{23}{36}\approx0.64$ instead of $0.56$, and $-\sqrt{2-\frac{23}{36}}=-\frac76$ reproduces the energy. The cancellation of $E_T$ in (b) thus depends on the condition $e_1\le E_T\le e_2$.

## Table of computed values

```
All energies in units of t; t = 1
Main example: D = 1.0, g = 1.0, R = 1.414214
Local energies: e1 = -2.0, e2 = 0.0
Exact energy E0 = -1.414214
Saddle point u = 2.414214; exact fraction x = 0.707107
Limit of N*Var(y) = 1.000000
1/N coefficient c = 0.353553
N=1: probabilities n=0..N: 0.500000 0.500000
  mean x = 0.500000, Var(y) = 1.000000
  E_N = -1.000000, bias = 0.414214, N*bias = 0.414214
  c/N = 0.353553, bias/(c/N) = 1.1716
N=2: probabilities n=0..N: 0.200000 0.400000 0.400000
  mean x = 0.600000, Var(y) = 0.560000
  E_N = -1.200000, bias = 0.214214, N*bias = 0.428427
  c/N = 0.176777, bias/(c/N) = 1.2118
N=3: probabilities n=0..N: 0.077586 0.232759 0.387931 0.301724
  mean x = 0.637931, Var(y) = 0.372176
  E_N = -1.275862, bias = 0.138351, N*bias = 0.415054
  c/N = 0.117851, bias/(c/N) = 1.1740
Larger populations, g = 1:
  N=5: bias = 0.0788772, N*bias = 0.394386, bias/(c/N) = 1.1155
  N=10: bias = 0.0374456, N*bias = 0.374456, bias/(c/N) = 1.0591
  N=30: bias = 0.0120157, N*bias = 0.360471, bias/(c/N) = 1.0196
  N=100: bias = 0.0035562, N*bias = 0.355617, bias/(c/N) = 1.0058
  N=1000: bias = 0.0003538, N*bias = 0.353759, bias/(c/N) = 1.0006
1/N extrapolation from N=1,2: -1.400000, error +0.014214
1/N extrapolation from N=2,3: -1.427586, error -0.013373
g = 0.2: E0 = -1.019804, c = 0.021135
  N=1: E_N = -1.000000, bias = 0.019804, bias/(c/N) = 0.9370
  N=2: E_N = -1.009524, bias = 0.010280, bias/(c/N) = 0.9728
  N=3: E_N = -1.012877, bias = 0.006927, bias/(c/N) = 0.9832
g = 5.0: E0 = -5.099020, c = 0.874906
  N=1: E_N = -1.000000, bias = 4.099020, bias/(c/N) = 4.6851
  N=2: E_N = -3.777778, bias = 1.321242, bias/(c/N) = 3.0203
  N=3: E_N = -4.539823, bias = 0.559197, bias/(c/N) = 1.9175
g=1, N=2, E_T=+1 (outside range): E_2 = -1.166667
g=1, N=2, self excluded from draw: E_2 = -1.333333, bias = 0.080880
```
